# Negative Differential Capacitance of a Uniform Landau Ferroelectric near Zero Polarization

## A gate layer whose voltage falls as it is charged

The gate voltage of a transistor is shared between the layers of its gate stack. In an ordinary insulating layer, extra charge on the gate raises the voltage across the layer, so that less of the applied voltage reaches the semiconductor. If the voltage across one layer fell when charge was added, while the stack as a whole still took up charge as the gate voltage rose, the other layers would receive more than the whole change in gate voltage.

A ferroelectric is a candidate for such a layer. Below a certain temperature its unpolarized state is a maximum of the free energy as a function of polarization, and near a maximum the restoring force has the wrong sign. Three questions follow: what capacitance does this curvature give, how does it vary with thickness and temperature, and under what control can the state be held?

## The model and its sign conventions

A ferroelectric film of thickness $t$ fills the space between two ideal metal plates. Everything is uniform along the plates. The film contains no free charge, so the displacement $D$ is also uniform across the thickness and equals the charge per area on the upper plate. Fields and polarizations are positive when they point from the upper plate to the lower one. The voltage of the upper plate relative to the lower is then $V=Et$.

The polarization is divided into a switchable part $P$ and a remaining part that responds linearly to the field. The linear part is absorbed in a background permittivity $\varepsilon_b$:

$$D=\varepsilon_bE+P. \tag{1}$$

The switchable part has the Landau free energy per volume

$$f(P,T)=\frac{\alpha}{2}P^2+\frac b4P^4+\frac c6P^6,\qquad \alpha=a_0(T-T_0), \tag{2}$$

with $a_0>0$. This is a mean-field description: fluctuations of $P$ are left out, and the linear law for $\alpha$ is an expansion about $T_0$. The coefficients refer to fixed mechanical conditions. I take $a_0$, $T_0$, $b$, $c$ and $\varepsilon_b$ to be independent of $t$ and $T$, and I neglect surface energies, leakage and the finite screening length of the metal. SI units are used, since film capacitances are naturally stated in them.

## Energy at prescribed charge

The background contributes the field energy $\varepsilon_bE^2/2$ per volume. By (1), $E=(D-P)/\varepsilon_b$, so the total energy density at given $D$ is

$$u(P,D)=f(P)+\frac{(D-P)^2}{2\varepsilon_b}. \tag{3}$$

With the charge held fixed, the source does no work, and $P$ adjusts until $u$ is stationary:

$$0=\frac{\partial u}{\partial P}=f'(P)-\frac{D-P}{\varepsilon_b}
\quad\Longrightarrow\quad E=f'(P). \tag{4}$$

Let $u_*(D)$ be the energy along this equilibrium branch. Its derivative is

$$\frac{du_*}{dD}=\frac{\partial u}{\partial D}+\frac{\partial u}{\partial P}\frac{dP}{dD}=\frac{D-P}{\varepsilon_b}+0=E. \tag{5}$$

Multiplying by $t$ gives $d(tu_*)=V\,dD$, the work per area needed to move charge $dD$ through the voltage $V$. This confirms that (3) contains the right energies with the right signs.

## The capacitance at zero polarization

The differential capacitance per area is $C=dD/dV$. Since $V=Et$ at fixed thickness, $C=(1/t)\,dD/dE$. From (4), a small step along the equilibrium curve obeys $dE=f''(P)\,dP$, and from (1), $dD=\varepsilon_b\,dE+dP$. Therefore

$$\frac{dD}{dE}=\varepsilon_b+\frac{1}{f''(P)},\qquad f''(P)=\alpha+3bP^2+5cP^4. \tag{6}$$

At $P=0$ we have $f'(0)=0$, hence $E=0$ and $D=0$, and $f''(0)=\alpha$. The coefficients $b$ and $c$ drop out:

$$\boxed{C_F=\frac1t\left[\varepsilon_b+\frac{1}{a_0(T-T_0)}\right]}. \tag{7}$$

Below $T_0$ the signs are clearer in the form

$$C_F=-\frac1t\left[\frac{1}{a_0(T_0-T)}-\varepsilon_b\right]. \tag{8}$$

The switchable polarization contributes a negative term and the background a positive one. The capacitance is negative if

$$T<T_0\quad\text{and}\quad \varepsilon_b|\alpha|<1. \tag{9}$$

Being below $T_0$ is thus not sufficient by itself.

The same result follows from the energy. Near $P=0$, (4) reads $\alpha P=(D-P)/\varepsilon_b$, so $P=D/(1+\varepsilon_b\alpha)$ and $D-P=\varepsilon_b\alpha P$. To second order in $D$,

$$u_*=\frac{\alpha P^2}{2}+\frac{\varepsilon_b\alpha^2P^2}{2}
=\frac{\alpha(1+\varepsilon_b\alpha)P^2}{2}
=\frac{\alpha D^2}{2(1+\varepsilon_b\alpha)}.$$

Because $V=t\,du_*/dD$, the inverse capacitance is the curvature of the stored energy per area:

$$\frac1{C_F}=t\frac{d^2u_*}{dD^2}=\frac{t\alpha}{1+\varepsilon_b\alpha}, \tag{10}$$

which is the reciprocal of (7). A negative capacitance means that the stored energy falls as the plates are charged from zero.

## What must be held fixed

Suppose first that the charge density is prescribed. The equilibrium is stable against a uniform change of $P$ if

$$\frac{\partial^2u}{\partial P^2}\bigg|_{P=0}=\alpha+\frac1{\varepsilon_b}>0. \tag{11}$$

For $\alpha<0$ this says $\varepsilon_b|\alpha|<1$, the second condition in (9). Below $T_0$, a negative $C_F$ and stability at prescribed uniform charge are therefore the same condition. The field energy supplies the positive curvature that the Landau energy lacks.

If $\varepsilon_b|\alpha|>1$, formula (7) gives a positive number, but it belongs to an unstable state. With $\alpha=-6.0\times10^8$ m/F and a background of $300\varepsilon_0$, for instance, $\varepsilon_b|\alpha|=1.59$. The slope $dD/dE$ is then $+9.9\times10^{-10}$ F/m, while the curvature (11) is $-2.2\times10^8$ m/F. The positive slope does not signal an ordinary capacitor.

Now suppose that a battery fixes the voltage across the film alone. The work done by the battery must be subtracted, so the relevant energy density is $u-ED$ with $E$ fixed. Inserting $D=P+\varepsilon_bE$ gives

$$f(P)+\frac{\varepsilon_bE^2}{2}-E(P+\varepsilon_bE)=f(P)-EP-\frac{\varepsilon_bE^2}{2}. \tag{12}$$

Its second derivative at $P=0$ is $\alpha$. Below $T_0$ the state is a maximum, and the film leaves it for one of the polarized states. The negative capacitance thus cannot be held by a voltage source connected directly to the film.

## Thickness and temperature

At fixed temperature, (7) gives $C_F\propto1/t$. The field needed for a given charge density does not depend on $t$, whereas the voltage is that field times $t$. A thicker film has a negative capacitance of smaller magnitude, and hence a larger negative voltage response to the same charge. This law relies on coefficients that do not change with thickness. If strain or surface effects make $\alpha$ depend on $t$, the product $tC_F$ is no longer constant.

At fixed thickness,

$$\frac{\partial C_F}{\partial T}=-\frac{1}{t\,a_0(T-T_0)^2}. \tag{13}$$

Heating towards $T_0$ from below makes $C_F$ more negative, and it tends to $-\infty$. Just above $T_0$ it is large and positive, and further heating reduces it towards $\varepsilon_b/t$. The jump from $-\infty$ to $+\infty$ looks violent, but the inverse capacitance (10) passes smoothly through zero. At $T_0$ the voltage simply has no term linear in the charge.

When $\varepsilon_b|\alpha|\ll1$, (8) reduces to

$$C_F\simeq-\frac{1}{t\,a_0(T_0-T)}. \tag{14}$$

The magnitude in (8) is smaller than that in (14) by the fraction $\varepsilon_b|\alpha|$, measured relative to (14). The simple law is therefore best near $T_0$ and becomes worse on cooling.

## A film with round parameters

Take $a_0=2.0\times10^6$ m/(F K), $T_0=600$ K, $b=1.5\times10^{10}$ m$^5$/(F C$^2$), $c=0$ and $\varepsilon_b=10\varepsilon_0=8.854\times10^{-11}$ F/m. These are model values and represent no particular material. At $T=300$ K,

$$\alpha=2.0\times10^6\,(300-600)=-6.0\times10^8\ \text{m/F},$$

so $1/\alpha=-1.6667\times10^{-9}$ F/m and $\varepsilon_b|\alpha|=0.053$. Both conditions in (9) hold. For $t=10$ nm,

$$C_F=\frac{(0.08854-1.6667)\times10^{-9}}{10^{-8}}=-0.158\ \text{F/m}^2,$$

or $-15.8\ \mu\text{F/cm}^2$. Without the background the value would be $-0.167$ F/m$^2$, larger in magnitude by the expected few per cent. At 5 nm the capacitance is $-0.316$ F/m$^2$, and at 20 nm it is $-0.079$ F/m$^2$.

For the 10 nm film the temperature dependence is as follows.

| $T$ (K) | $C_F$ (F/m$^2$) |
|---|---|
| 200 | $-0.116$ |
| 300 | $-0.158$ |
| 400 | $-0.241$ |
| 550 | $-0.991$ |
| 650 | $+1.009$ |

The last two temperatures lie equally far from $T_0$, so their switchable contributions are $-1$ and $+1$ F/m$^2$. The background adds $\varepsilon_b/t=0.009$ F/m$^2$ to both, which explains the unequal magnitudes. At 300 K the slope (13) is $-5.6\times10^{-4}$ F/(m$^2$ K).

As a test, the energy (3) was minimized numerically at small prescribed charges, and the capacitance was taken from its second difference. It agrees with (7) to within one part in a thousand at five temperatures and three thicknesses.

## How far the negative branch extends

Formula (7) is a slope at one point. To find its range, take $c=0$, $b>0$ and $T<T_0$, with $\varepsilon_b|\alpha|<1$. The polarized states at zero field satisfy $\alpha+bP^2=0$, so

$$P_s=\sqrt{|\alpha|/b}. \tag{15}$$

In (6), $f''=-|\alpha|+3bP^2$ is never below $-|\alpha|$, which itself lies above $-1/\varepsilon_b$. Wherever $f''<0$, we therefore have $1/f''<-\varepsilon_b$ and a negative slope. The branch ends where $f''=0$, at $P_e=P_s/\sqrt3$. Since $bP_e^2=|\alpha|/3$, the field there is

$$E=P_e(-|\alpha|+bP_e^2)=-\frac23|\alpha|P_e=-E_c,\qquad E_c=\frac{2|\alpha|P_s}{3\sqrt3}. \tag{16}$$

The plate charge at this end is $D_e=P_e-\varepsilon_bE_c$. Along the branch $dD/dP=1+\varepsilon_bf''>0$, so the negative branch covers $-D_e<D<D_e$.

The charge range is independent of thickness, while the voltage range, $\pm E_ct$, is proportional to it. Temperature acts differently: $P_s\propto(T_0-T)^{1/2}$ and $E_c\propto(T_0-T)^{3/2}$. Near $T_0$ the magnitude of $C_F$ is large, but the interval over which the capacitance is negative shrinks to nothing.

For the film at 300 K, $P_s=\sqrt{6.0\times10^8/(1.5\times10^{10})}=0.200$ C/m$^2$ and $E_c=4.62\times10^7$ V/m. The branch ends at $P_e=0.1155$ C/m$^2$, where $D_e=0.1155-0.0041=0.1114$ C/m$^2$. At 10 nm the voltage there has magnitude 0.46 V, and for positive charge it is negative.

Equation (16) also gives $1/|\alpha|=2P_s/(3\sqrt3E_c)$, and hence

$$C_F=-\frac1t\left[\frac{2P_s}{3\sqrt3\,E_c}-\varepsilon_b\right]. \tag{17}$$

Here $E_c$ is the field at which a uniform state loses stability. A switching field set by the growth of domains is a different quantity and cannot be inserted in (17).

In a polarized state at zero field, $f''(P_s)=-|\alpha|+3|\alpha|=2|\alpha|$. The capacitance is then $[\varepsilon_b+1/(2|\alpha|)]/t=0.092$ F/m$^2$ in the example. A film resting in one of its wells is an ordinary positive capacitor.

## When the transition is first order

If $b<0$ and $c>0$, a polarized state becomes favourable before $\alpha$ reaches zero on cooling. At the transition temperature $T_c$ its energy equals that of the unpolarized state, and it is stationary. With $x=P^2\neq0$, these two conditions are

$$\frac\alpha2+\frac{bx}{4}+\frac{cx^2}{6}=0,\qquad \alpha+bx+cx^2=0.$$

Inserting $\alpha=-bx-cx^2$ in the first gives $-bx/4-cx^2/3=0$, so $x=-3b/(4c)$. The second condition then yields

$$\alpha=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c},\qquad T_c=T_0+\frac{3b^2}{16a_0c}. \tag{18}$$

Between $T_0$ and $T_c$ the polarized state has the lower energy, but $P=0$ is still a local minimum because $\alpha>0$. Its capacitance is positive. On cooling, the capacitance at $P=0$ becomes negative at $T_0$, where the curvature there changes sign, and not at the transition. At nonzero $P$, the negative term $3bP^2$ in (6) can make $f''$ negative already above $T_0$; formula (7) does not describe those states.

With $b=-1.0\times10^9$ m$^5$/(F C$^2$), $c=1.0\times10^{10}$ m$^9$/(F C$^4$) and the other parameters unchanged, $T_c=609.4$ K. A 10 nm film has $C_F=+10.7$ F/m$^2$ at 604.69 K, midway between $T_0$ and $T_c$, although it is already below $T_c$. At 595 K it has $C_F=-10.0$ F/m$^2$.

## Holding the state with a series dielectric

Return to the first set of parameters and put a linear dielectric of capacitance $C_D$ per area in series with the film. A source fixes the total voltage $V$. Both layers carry the same charge $D$, and the energy per area, including the work of the source, is

$$G(P,D)=t\left[f(P)+\frac{(D-P)^2}{2\varepsilon_b}\right]+\frac{D^2}{2C_D}-DV. \tag{19}$$

Setting $\partial G/\partial D=0$ gives $V=Et+D/C_D$, the sum of the two layer voltages. At $V=0$ and $P=D=0$, the second derivatives are

$$G_{PP}=t\left(\alpha+\frac1{\varepsilon_b}\right),\quad G_{PD}=-\frac t{\varepsilon_b},\quad G_{DD}=\frac t{\varepsilon_b}+\frac1{C_D}.$$

The state is a minimum if $G_{PP}>0$ and the determinant is positive. The terms $t^2/\varepsilon_b^2$ cancel in the determinant, leaving

$$G_{PP}G_{DD}-G_{PD}^2=\frac{t^2\alpha}{\varepsilon_b}+\frac{t}{C_D}\left(\alpha+\frac1{\varepsilon_b}\right)
=G_{PP}\left[\frac{t\alpha}{1+\varepsilon_b\alpha}+\frac1{C_D}\right]. \tag{20}$$

By (10), the bracket is $1/C_F+1/C_D$. Once (11) holds, stability requires this sum to be positive. For negative $C_F$ this means $C_D<|C_F|$, or

$$t<t_{\rm crit}=\frac{1}{C_D}\left[\frac1{a_0(T_0-T)}-\varepsilon_b\right]. \tag{21}$$

The energy of the dielectric, $D^2/(2C_D)$, must rise with charge faster than the energy of the ferroelectric falls. The stack capacitance $C$ follows from $1/C=1/C_D-1/|C_F|$. Since $dV_D=dD/C_D$ and $dD=C\,dV$, the dielectric receives

$$\frac{dV_D}{dV}=\frac{C}{C_D}=\frac{1}{1-C_D/|C_F|}>1. \tag{22}$$

The gain grows as $t$ approaches $t_{\rm crit}$, where stability is lost. Heating the same stack towards $T_0$ raises $|C_F|$, which widens the stable range of thickness and lowers the gain.

A dielectric of relative permittivity 4 and thickness 1 nm has $C_D=0.0354$ F/m$^2$. With the 10 nm ferroelectric at 300 K, $C_D/|C_F|=0.0354/0.158=0.224$. The gain is $1/(1-0.224)=1.29$, and the stack capacitance is $1.29\times0.0354=0.0457$ F/m$^2$, above that of the dielectric alone. For a 1 mV rise in total voltage, the dielectric voltage rises by 1.29 mV and the ferroelectric voltage falls by 0.29 mV. These are responses to small changes around zero charge. The whole negative branch could not be used in this stack: at its end, the charge $D_e$ would produce a field $D_e/(4\varepsilon_0)=3.1\times10^9$ V/m in the dielectric, whereas good thin oxides break down at roughly $10^9$ V/m.

The critical thickness is 44.6 nm at 300 K and 68.1 nm at 400 K. Direct minimization of (19) at zero voltage tests this limit: at both temperatures the state $P=0$ survives 2% below the critical thickness and gives way to a polarized state 2% above it.

## Where uniformity fails

All the stability conditions above compare uniform states. An isolated metal plate keeps its total charge, but it lets that charge move sideways. Consider two regions of equal area with polarizations $P_1$ and $P_2$. The plates are equipotentials, so both regions have the same field. With mean charge $\bar D$ and mean polarization $\bar P=(P_1+P_2)/2$, that field is $(\bar D-\bar P)/\varepsilon_b$, and the mean energy density is

$$\bar u=\frac{f(P_1)+f(P_2)}2+\frac{(\bar D-\bar P)^2}{2\varepsilon_b}. \tag{23}$$

Choose $\bar D=0$ and $P_1=-P_2=p$. The field energy vanishes, leaving $\bar u=f(p)$, which decreases from zero as $p$ grows because $\alpha<0$. For $c=0$ and $b>0$, its minimum is at $p=P_s$:

$$\bar u=-\frac{|\alpha|P_s^2}{2}+\frac{bP_s^4}{4}=-\frac{\alpha^2}{2b}+\frac{\alpha^2}{4b}=-\frac{\alpha^2}{4b}. \tag{24}$$

In the example this is $-6.0\times10^6$ J/m$^3$, compared with zero for the uniform state. Numerical minimization of (23), started from small unequal polarizations, ends in this divided state.

The stack of the previous section is exposed to the same division if a metal layer separates the film from the dielectric. At $\bar D=0$ the dielectric stores no energy, so it cannot oppose opposite polarizations in the two regions, even when $t<t_{\rm crit}$. Condition (21) is then necessary but not sufficient. Removing the metal layer does not make it sufficient. Narrow stripes of opposite polarization leave bound charge of alternating sign at the interface, and the field of this charge decays over a distance of the order of the stripe width. The field energy per volume of film then falls roughly as the stripe width divided by $t$, and for narrow enough stripes it no longer offsets the negative $\alpha$.

The energy of the wall between the regions has been left out. It opposes the division, and whether it can prevent it depends on the wall energy, on the lateral size of the film and, in a stack without the metal layer, on the thicknesses of the layers. Equation (7) is the capacitance of the film while it stays uniform. Once domains form, the charge is also changed by moving their walls, and $\alpha$ alone no longer determines the response. The numerical output below lists the computed values to more digits.

## Computed values

```
Landau slope a0 = 2.000e+06 m/(F K)
Temperature T0 = 600.0 K
Quartic coefficient b = 1.500e+10 m^5/(F C^2)
Background eps_b/eps0 = 10.0 (no unit)
Background eps_b = 8.8542e-11 F/m
Reference temperature = 300.0 K
Reference thickness = 10.0 nm
alpha = -6.0000e+08 m/F
1/alpha = -1.6667e-09 F/m
|alpha| eps_b = 0.05313 (no unit)
C_F formula = -0.15781 F/m^2
C_F formula = -15.781 microF/cm^2
C_F from energy = -0.15781 F/m^2
C_F without background = -0.16667 F/m^2
dC_F/dT = -5.5556e-04 F/(m^2 K)
C_F at 5 nm, 300 K = -0.31562 F/m^2
C_F at 20 nm, 300 K = -0.07891 F/m^2
C_F at 10 nm, 200 K = -0.11615 F/m^2
C_F at 10 nm, 400 K = -0.24115 F/m^2
C_F at 10 nm, 550 K = -0.99115 F/m^2
C_F at 10 nm, 650 K = 1.00885 F/m^2
Spontaneous polarization P_s = 0.20000 C/m^2
Coercive field E_c = 4.6188e+07 V/m
Polarization at branch edge = 0.11547 C/m^2
Plate charge at branch edge = 0.11138 C/m^2
Voltage magnitude at branch edge = 0.4619 V
Capacitance in a well = 0.09219 F/m^2
Large background eps/eps0 = 300.0 (no unit)
Large background |alpha| eps = 1.5938 (no unit)
Large background dD/dE = 9.8955e-10 F/m
Large background curvature = -2.2352e+08 m/F
First-order b = -1.000e+09 m^5/(F C^2)
First-order c = 1.000e+10 m^9/(F C^4)
First-order T_c = 609.375 K
Temperature between T0 and T_c = 604.688 K
C_F at that temperature = 10.6761 F/m^2
First-order C_F at 595 K = -9.9906 F/m^2
Dielectric relative permittivity = 4.0 (no unit)
Dielectric thickness = 1.0 nm
C_D = 0.03542 F/m^2
Stack capacitance formula = 0.04567 F/m^2
Stack capacitance from energy = 0.04566 F/m^2
Dielectric voltage gain = 1.2894 (no unit)
Critical thickness at 300 K = 44.559 nm
Critical thickness at 400 K = 68.088 nm
Two-region energy density = -6.0000e+06 J/m^3
```
